# The Foldy–Wouthuysen transformation in time-dependent electromagnetic fields: test program

```python
"""
Foldy-Wouthuysen (FW) Hamiltonian of an electron in time-dependent fields.
Gaussian units, charge -e, pi = p + e A/c, E = -grad(phi) - (1/c) dA/dt.
Result under test, upper block through order 1/c^2:
  H = m c^2 + (sigma.pi)^2/(2m) - e phi - (sigma.pi)^4/(8 m^3 c^2)
      + e hbar^2/(8 m^2 c^2) div E
      + e hbar/(8 m^2 c^2) sigma.(E x pi - pi x E)
The tests use (a) nested commutators of noncommuting words, (b) operators
with arbitrary fields acting on an arbitrary spinor, and (c) the numerical
solution of the time-dependent Dirac equation in a uniform field.
"""
from fractions import Fraction
import numpy as np
import sympy as sp
from scipy import constants as const

# ---------- (a) the transformation as algebra of noncommuting words ----------
# A term is keyed by (power of c, power of beta, word); m = 1.
# Letter O: odd operator alpha.pi (anticommutes with beta).
# Letter F: -e phi - i hbar d/dt (commutes with beta).
LOWEST_POWER = -5


def commutator_words(a, b):
    result = {}
    for left, right, sign in ((a, b, 1), (b, a, -1)):
        for (n1, b1, w1), c1 in left.items():
            for (n2, b2, w2), c2 in right.items():
                if n1 + n2 < LOWEST_POWER:
                    continue
                swap = -1 if b2 and w1.count("O") % 2 else 1
                key = (n1 + n2, (b1 + b2) % 2, w1 + w2)
                result[key] = result.get(key, 0) + sign * swap * c1 * c2
    return {k: v for k, v in result.items() if v != 0}


def add_words(a, b, factor=Fraction(1)):
    result = dict(a)
    for key, value in b.items():
        result[key] = result.get(key, 0) + factor * value
    return {k: v for k, v in result.items() if v != 0}


def odd_part(a):
    return {k: v for k, v in a.items() if k[2].count("O") % 2}


def fw_step(operator):
    generator = {(n - 2, (b + 1) % 2, w): v / 2
                 for (n, b, w), v in odd_part(operator).items()}
    total, nested, order = dict(operator), dict(operator), 0
    while nested:
        order += 1
        nested = commutator_words(generator, nested)
        nested = {k: v / order for k, v in nested.items()}
        total = add_words(total, nested)
    return total


one = Fraction(1)
word_O, word_F = {(1, 0, "O"): one}, {(0, 0, "F"): one}
dirac_words = {(2, 1, ""): one, (1, 0, "O"): one, (0, 0, "F"): one}
inner = commutator_words(word_O, word_F)
double = commutator_words(word_O, inner)
expected_even = {(2, 1, ""): one, (0, 0, "F"): one,
                 (0, 1, "OO"): one / 2, (-2, 1, "OOOO"): -one / 8}
expected_even = add_words(
    expected_even, {(n - 4, b, w): v for (n, b, w), v in double.items()}, -one / 8)
expected_odd = {(n - 2, 1, w): v / 2 for (n, b, w), v in inner.items()}
expected_odd[(-1, 0, "OOO")] = -one / 3

odd_powers = [max(k[0] for k in odd_part(dirac_words))]
current = dirac_words
for step in range(3):
    current = fw_step(current)
    odd = odd_part(current)
    odd_powers.append(max(k[0] for k in odd))
    even = {k: v for k, v in current.items() if k not in odd and k[0] >= -2}
    assert even == expected_even
    if step == 0:
        assert {k: v for k, v in odd.items() if k[0] >= -1} == expected_odd
assert odd_powers == [1, -1, -3, -5]

# ---------- (b) operator identities for arbitrary fields ----------
x, y, z, t = sp.symbols("x y z t", real=True)
hb, m, c, e = sp.symbols("hbar m c e", positive=True)
r = (x, y, z)
A = [sp.Function("A%d" % k)(x, y, z, t) for k in range(3)]
phi, chi, f, g = [sp.Function(n)(x, y, z, t) for n in ("phi", "chi", "f", "g")]
spinor = [f, g]


def pi_on(k, func, vec_pot):
    return sp.expand(-sp.I * hb * sp.diff(func, r[k]) + e / c * vec_pot[k] * func)


def sigma_dot(component, s):
    v0 = [component(k, s[0]) for k in range(3)]
    v1 = [component(k, s[1]) for k in range(3)]
    return [sp.expand(v0[2] + v1[0] - sp.I * v1[1]),
            sp.expand(v0[0] + sp.I * v0[1] - v1[2])]


def sigma_pi(s):
    return sigma_dot(lambda k, func: pi_on(k, func, A), s)


def F_on(s):
    return [sp.expand(-e * phi * u - sp.I * hb * sp.diff(u, t)) for u in s]


def commutator(X, Y):
    return lambda s: [sp.expand(a - b) for a, b in zip(X(Y(s)), Y(X(s)))]


def electric(vec_pot, scalar_pot):
    return [-sp.diff(scalar_pot, r[k]) - sp.diff(vec_pot[k], t) / c for k in range(3)]


def E_cross_pi(k, func, field, vec_pot):
    i, j = (k + 1) % 3, (k + 2) % 3
    return field[i] * pi_on(j, func, vec_pot) - field[j] * pi_on(i, func, vec_pot)


def pi_cross_E(k, func, field, vec_pot):
    i, j = (k + 1) % 3, (k + 2) % 3
    return pi_on(i, field[j] * func, vec_pot) - pi_on(j, field[i] * func, vec_pot)


def field_terms(s, field, vec_pot):
    """Darwin plus spin-orbit terms acting on a two-component spinor."""
    div = sum(sp.diff(field[k], r[k]) for k in range(3))
    spin = sigma_dot(lambda k, u: E_cross_pi(k, u, field, vec_pot)
                     - pi_cross_E(k, u, field, vec_pot), s)
    return [sp.expand(e * hb / (8 * m**2 * c**2) * (hb * div * u + v))
            for u, v in zip(s, spin)]


def same(a, b):
    return all(sp.expand(u - v) == 0 for u, v in zip(a, b))


E = electric(A, phi)
inner_op = commutator(sigma_pi, F_on)
assert same(inner_op(spinor),
            [-sp.I * hb * e * u for u in sigma_dot(lambda k, w: E[k] * w, spinor)])
from_commutators = [-u / (8 * m**2 * c**2)
                    for u in commutator(sigma_pi, inner_op)(spinor)]
assert same(from_commutators, field_terms(spinor, E, A))
grad_only = [-sp.diff(phi, q) for q in r]
assert not same(from_commutators, field_terms(spinor, grad_only, A))

B = [sp.diff(A[(k + 2) % 3], r[(k + 1) % 3])
     - sp.diff(A[(k + 1) % 3], r[(k + 2) % 3]) for k in range(3)]
pi_squared = [sum(pi_on(k, pi_on(k, u, A), A) for k in range(3)) for u in spinor]
zeeman = sigma_dot(lambda k, u: e * hb / c * B[k] * u, spinor)
assert same(sigma_pi(sigma_pi(spinor)), [a + b for a, b in zip(pi_squared, zeeman)])
for k in range(3):
    lhs = E_cross_pi(k, f, E, A) - pi_cross_E(k, f, E, A)
    rhs = 2 * E_cross_pi(k, f, E, A) - sp.I * hb / c * sp.diff(B[k], t) * f
    assert sp.expand(lhs - rhs) == 0

# gauge change: covariant with the full E, not with -grad(phi) alone
A_new = [A[k] + sp.diff(chi, r[k]) for k in range(3)]
phi_new = phi - sp.diff(chi, t) / c
phase = sp.exp(-sp.I * e * chi / (hb * c))
phase_inverse = sp.exp(sp.I * e * chi / (hb * c))
spinor_new = [phase * u for u in spinor]


def covariant(field_old, field_new):
    new = field_terms(spinor_new, field_new, A_new)
    return same([sp.expand(phase_inverse * u) for u in new],
                field_terms(spinor, field_old, A))


assert covariant(E, electric(A_new, phi_new))
assert not covariant(grad_only, [-sp.diff(phi_new, q) for q in r])

# ---------- (c) Dirac equation in a uniform field, phi = 0 ----------
# Here hbar = m = c = 1; kinetic momentum pi(t) = p + e A(t)/c.
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]], complex)
alpha = np.array([np.kron(pauli[0], s) for s in pauli])
beta = np.kron(pauli[2], np.eye(2))
spin_z = np.kron(np.eye(2), pauli[2])


def dirac_matrix(momentum):
    return np.einsum("...k,kij->...ij", momentum, alpha) + beta


def exp_minus_i(hermitian):
    values, vectors = np.linalg.eigh(hermitian)
    return (vectors * np.exp(-1j * values)[..., None, :]) @ np.conj(
        np.swapaxes(vectors, -1, -2))


def spin_rotation(propagator, momentum):
    """Rotation vector in the FW frame of positive-energy spinors."""
    energy = np.sqrt(1 + momentum @ momentum)
    lower = np.einsum("k,kij->ij", momentum, pauli)
    u = np.vstack([(energy + 1) * np.eye(2), lower]) / np.sqrt(2 * energy * (energy + 1))
    block = u.conj().T @ propagator @ u
    block = block / np.sqrt(complex(np.linalg.det(block)))
    if np.trace(block).real < 0:
        block = -block
    vector = np.array([(1j * np.trace(s @ block)).real / 2 for s in pauli])
    length = np.linalg.norm(vector)
    return 2 * np.arcsin(length) * vector / length


def ellipse(times, omega, a, b, offset):
    return np.stack([a * np.cos(omega * times), b * np.sin(omega * times),
                     0 * times], axis=-1) + offset


def integrated_dirac(omega, a, b, offset, steps=8192):
    """Time-ordered product over one period, fourth-order Magnus steps."""
    h = 2 * np.pi / omega / steps
    middle = (np.arange(steps) + 0.5) * h
    shift = h * np.sqrt(3) / 6
    H1 = dirac_matrix(ellipse(middle - shift, omega, a, b, offset))
    H2 = dirac_matrix(ellipse(middle + shift, omega, a, b, offset))
    exponent = h / 2 * (H1 + H2) + 1j * np.sqrt(3) * h**2 / 12 * (H1 @ H2 - H2 @ H1)
    U = exp_minus_i(exponent)
    while len(U) > 1:
        U = U[1::2] @ U[0::2]
    return spin_rotation(U[0], ellipse(np.array(0.0), omega, a, b, offset))


def fw_rotation(omega, a, b, offset, points=400):
    """Time integral of e E x pi/(2 m^2 c^2), with e E = -d(e A/c)/dt."""
    times = np.arange(points) * 2 * np.pi / omega / points
    force_field = -np.stack([-a * omega * np.sin(omega * times),
                             b * omega * np.cos(omega * times), 0 * times], axis=-1)
    rate = np.cross(force_field, ellipse(times, omega, a, b, offset)) / 2
    return rate.mean(axis=0) * 2 * np.pi / omega


def rotating_frame_dirac(omega, a):
    """Circular field, p = 0: the Hamiltonian is static in a rotating frame."""
    start = np.array([a, 0.0, 0.0])
    period = 2 * np.pi / omega
    U = -exp_minus_i(period * (dirac_matrix(start) - omega / 2 * spin_z))
    return spin_rotation(U, start)


test_omega = 0.01
test_errors, test_rows = [], []
for size in (0.08, 0.04):
    a, b, offset = size, 0.6 * size, size * np.array([0.3, 0.2, 0.4])
    dirac_vec = integrated_dirac(test_omega, a, b, offset)
    fw_vec = fw_rotation(test_omega, a, b, offset)
    assert np.allclose(fw_vec, [0, 0, np.pi * a * b], atol=1e-12)
    error = np.linalg.norm(dirac_vec - fw_vec) / np.linalg.norm(fw_vec)
    assert error < 3 * size**2      # neglected terms are relative order (pi/mc)^2
    test_errors.append(error)
    test_rows.append((size, fw_vec[2], dirac_vec[2], error))
error_ratio = test_errors[0] / test_errors[1]
assert 3.6 < error_ratio < 4.4
reversed_vec = integrated_dirac(test_omega, 0.05, -0.05, np.zeros(3))
forward_vec = integrated_dirac(test_omega, 0.05, 0.05, np.zeros(3))
assert reversed_vec[2] < 0 < forward_vec[2]
assert np.allclose(forward_vec, rotating_frame_dirac(test_omega, 0.05), atol=1e-7)

# ---------- worked example: hbar omega = 1 eV, |pi| = 0.05 m c ----------
photon_eV, xi = 1.0, 0.05
mass, light = const.m_e * 1e3, const.c * 1e2                 # g, cm/s
charge = const.e * const.c * 10                              # statC
omega = photon_eV * const.e / const.hbar                     # 1/s
momentum = xi * mass * light                                 # g cm/s
field = momentum * omega / charge                            # statV/cm
radius_nm = momentum / (mass * omega) * 1e7
precession = charge * field * momentum / (2 * mass**2 * light**2)
splitting_meV = const.hbar * precession / const.e * 1e3
angle_fw = precession * 2 * np.pi / omega
ratio = photon_eV * const.e / (const.m_e * const.c**2)
angle_dirac = rotating_frame_dirac(ratio, xi)[2]
difference = angle_fw / angle_dirac - 1
assert abs(difference) < xi**2
half_angle_fw = fw_rotation(ratio, xi / 2, xi / 2, np.zeros(3))[2]
half_difference = half_angle_fw / rotating_frame_dirac(ratio, xi / 2)[2] - 1
assert 3.8 < difference / half_difference < 4.2

print("Leading odd power of c before and after steps 1,2,3:", odd_powers)
print("Test loops: hbar omega/(m c^2) =", test_omega)
print("Loop semi-axes: s and 0.6 s; offset (0.3, 0.2, 0.4) s")
for size, predicted, solved, error in test_rows:
    print(f"s = {size:.2f} m c: FW rotation about z = {predicted:.6e} rad")
    print(f"  Dirac rotation about z = {solved:.6e} rad")
    print(f"  relative error of rotation vector = {error:.3e}")
print(f"Error ratio on halving the momenta = {error_ratio:.3f}")
print(f"Circular test, s = 0.05 m c, forward: {forward_vec[2]:.6e} rad")
print(f"Circular test, s = 0.05 m c, reversed: {reversed_vec[2]:.6e} rad")
print(f"Example: hbar omega = {photon_eV:.3f} eV")
print(f"Example: |pi|/(m c) = {xi:.3f}")
print(f"hbar omega/(m c^2) = {ratio:.4e}")
print(f"Angular frequency = {omega:.5e} 1/s")
print(f"Kinetic momentum = {momentum:.5e} g cm/s")
print(f"Electric field = {field:.5e} statV/cm")
print(f"Electric field, converted = {field * const.c * 1e-4:.5e} V/m")
print(f"Orbit radius (leading order) = {radius_nm:.4f} nm")
print(f"Spin precession rate = {precession:.5e} rad/s")
print(f"Spin splitting hbar Omega = {splitting_meV:.5f} meV")
print(f"FW rotation per cycle = {angle_fw:.6e} rad")
print(f"FW rotation per cycle, converted = {np.degrees(angle_fw):.5f} degrees")
print(f"Dirac rotation per cycle = {angle_dirac:.6e} rad")
print(f"FW/Dirac - 1 at 0.05 m c = {100 * difference:.4f} percent")
print(f"FW/Dirac - 1 at 0.025 m c = {100 * half_difference:.4f} percent")
print(f"Cycles for a half turn of the spin (FW) = {np.pi / angle_fw:.2f}")
print("success")
```

It prints:

```
Leading odd power of c before and after steps 1,2,3: [1, -1, -3, -5]
Test loops: hbar omega/(m c^2) = 0.01
Loop semi-axes: s and 0.6 s; offset (0.3, 0.2, 0.4) s
s = 0.08 m c: FW rotation about z = 1.206372e-02 rad
  Dirac rotation about z = 1.199768e-02 rad
  relative error of rotation vector = 5.722e-03
s = 0.04 m c: FW rotation about z = 3.015929e-03 rad
  Dirac rotation about z = 3.011837e-03 rad
  relative error of rotation vector = 1.420e-03
Error ratio on halving the momenta = 4.029
Circular test, s = 0.05 m c, forward: 7.839481e-03 rad
Circular test, s = 0.05 m c, reversed: -7.839481e-03 rad
Example: hbar omega = 1.000 eV
Example: |pi|/(m c) = 0.050
hbar omega/(m c^2) = 1.9570e-06
Angular frequency = 1.51927e+15 1/s
Kinetic momentum = 1.36546e-18 g cm/s
Electric field = 4.31900e+06 statV/cm
Electric field, converted = 1.29480e+11 V/m
Orbit radius (leading order) = 9.8663 nm
Spin precession rate = 1.89908e+12 rad/s
Spin splitting hbar Omega = 1.25000 meV
FW rotation per cycle = 7.853982e-03 rad
FW rotation per cycle, converted = 0.45000 degrees
Dirac rotation per cycle = 7.839286e-03 rad
FW/Dirac - 1 at 0.05 m c = 0.1875 percent
FW/Dirac - 1 at 0.025 m c = 0.0469 percent
Cycles for a half turn of the spin (FW) = 400.00
success
```
